Finding duplicate hafnia structures with neighbour-distance histograms

**1. One shell of neighbours**

Tetragonal HfO₂ can be described by a primitive cell of six atoms or by a cell of twelve atoms that resembles the cubic fluorite cell. Every Hf atom has eight O neighbours, four near and four farther away. The six-atom cell has two Hf atoms and so lists 2 × 8 = 16 Hf–O distances. The twelve-atom cell has four and lists 4 × 8 = 32. Divided by the number of formula units, both counts become

16/2 = 32/4 = 8.

A structure search that ranks polymorphs by energy per formula unit should count these two descriptions once. The comparison below extends this count to all distances up to a cutoff, and derives how large a difference relaxation errors can cause.

**2. The two tetragonal cells are one crystal**

Let the primitive cell have edges a, a, c, and let f = d/c, where d is the oxygen shift along c. In fractional coordinates the atoms are

Hf: (0, 0, 0), (½, ½, ½)
O: (½, 0, ¼+f), (½, 0, ¾+f), (0, ½, ¼−f), (0, ½, ¾−f).

Whole columns of oxygen are shifted, neighbouring columns in opposite directions. The larger cell has edges A, A, c with A = √2 a. Its Hf atoms lie at (0,0,0), (½,½,0), (½,0,½), (0,½,½). Its oxygen columns stand at X, Y = ¼ or ¾, with heights ¼ and ¾ changed by +f if X = Y and by −f otherwise.

Turn the larger cell by −45° about c. Its edges then become

A₁ = a₁ − a₂, A₂ = a₁ + a₂, A₃ = a₃.

The determinant of the integer coefficients is 1·1 − (−1)·1 = 2, so the larger cell holds two primitive cells. Inserting the edges into X A₁ + Y A₂ + Z A₃ gives the primitive coordinates

x = X + Y, y = Y − X, z = Z.

Integers may be dropped from x, y and z. The first two Hf atoms go to (0,0,0), the other two to (½,½,½). Columns (¼,¼) and (¾,¾) go to (½,0) and keep +f; columns (¼,¾) and (¾,¼) go to (0,½) and keep −f. Each primitive site is reached twice, by the right species. This superposition proves that the structures are identical; a histogram alone could not.

**3. A histogram that ignores the choice of cell**

Let g(x) be a Gaussian of unit area and width σ, and let R be the cutoff. Each distance has the weight

w(r) = (1 − r²/R²)² for r < R, w(r) = 0 otherwise.

The environment of atom i, as seen in species B, is

h_iB(x) = Σ_j w(r_ij) g(x − r_ij),

where j runs over all B atoms of the infinite crystal except i itself. Periodic images of i do count. For N formula units in the cell, the pooled histogram is

H_AB(x) = (1/N) Σ_i h_iB(x), i over the A atoms of the cell.

A cell m times larger contains m translated copies of each atom. Translation leaves environments unchanged, so the sum and N both grow by m and H stays the same. Rotation, inversion, a new origin and a new order of atoms also leave H unchanged, because they preserve distances and species.

Four ordered channels are kept: HfHf, HfO, OHf and OO. The two unlike channels are equal, so unlike pairs enter twice. With

‖H‖² = Σ_AB ∫ H_AB² dx,

the relative distance between two structures is

D = ‖H − H′‖ / √(‖H‖² + ‖H′‖²).

Expanding the numerator gives ‖H‖² + ‖H′‖² − 2⟨H, H′⟩, where ⟨H, H′⟩ is the integral of the product summed over channels. Neither histogram is negative, so this integral is not negative, and 0 ≤ D ≤ 1.

If the division by N is omitted, the larger tetragonal cell gives 2H where the smaller gives H. Then

D = ‖H‖ / √(‖H‖² + 4‖H‖²) = 1/√5 = 0.447,

although the crystals are identical.

Keeping only the nearest image of each other atom is a separate error. An Hf atom has four Hf neighbours at distance a. In the six-atom cell all four are its own images and are lost; in the twelve-atom cell they are images of one other atom, of which one is kept. For the parameters of section 7 this error gives D = 0.422 between the two cells.

**4. How much can relaxation errors change H?**

Suppose two calculations relax towards the same parent crystal. Relative to the parent, each has a homogeneous strain of norm at most ε and atomic errors of length at most u. A parent distance r₀ then changes by at most εr₀ + 2u in each calculation. The two results r and r′ satisfy

|r − r′| ≤ 2εr₀ + 4u.

The parent is unknown, but r ≥ (1 − ε)r₀ − 2u, hence r₀ ≤ (r + 2u)/(1 − ε). Therefore

|r − r′| ≤ Δ(r) = 4u + 2ε(r + 2u)/(1 − ε).

Next comes the response of one smoothed pair. Its derivative with respect to distance is

∂[w(r)g(x − r)]/∂r = w′(r)g(x − r) − w(r)g′(x − r).

When this is squared and integrated over x, the cross term contains ∫ g g′ dx = ½[g²], which vanishes at both ends. Since g² is proportional to exp(−x²/σ²), whose variance is σ²/2, the other integrals are

∫ g² dx = 1/(2√π σ),
∫ g′² dx = (1/σ⁴) ∫ x²g² dx = (1/σ⁴)(σ²/2)/(2√π σ) = 1/(4√π σ³).

The squared slope is thus

s² = w′²/(2√π σ) + w²/(4√π σ³).

A bound must hold at every distance between r and r′. Because w decreases, it is at most w(r − Δ). Inside the cutoff w″ = −4/R² + 12r²/R⁴, whose magnitude is at most 8/R², so |w′| is at most |w′(r)| + 8Δ/R². Let S(r) be the slope s evaluated with these two upper limits. Atom i then has the environment bound

b_i = Σ_j Δ(r_ij) S(r_ij).

Pairs slightly beyond R are included, since an error may bring them inside. The triangle inequality gives, for the pooled histograms,

‖H − H′‖ ≤ (1/N) Σ_i b_i.

The right side can be evaluated from either structure, and both values are valid, so the smaller one is used. Division by √(‖H‖² + ‖H′‖²) turns it into a threshold τ for D. Two relaxations within the stated errors cannot have D > τ. The converse does not follow: D ≤ τ does not show that the errors lie within u and ε.

The formula also guides the choice of σ. Dividing s² by the squared norm of the pair itself, w²/(2√π σ), gives

(relative slope)² = (w′/w)² + 1/(2σ²).

Well inside the cutoff the second term dominates, and a distance error Δ changes a pair by a fraction of about Δ/(√2 σ). If σ is too small, τ exceeds one, the largest possible D, and loses its use. This happens well before the fraction itself reaches one, because τ adds the changes of all pairs. If σ is much wider than the differences between phases, their peaks merge and D falls. Since τ falls as well, the ratio D/τ, not D alone, shows how clearly the filter separates two phases.

**5. Why equal histograms are not enough**

Consider an artificial AB₂ crystal with twelve equally spaced layers per period. Each layer is the same square lattice, and the atoms of successive layers stand directly above one another. Put A on layers {0,1,4,6} in one crystal and on {0,1,3,7} in another, with B on the rest. In both sets the layer separations 1, 2, 3, 4, 5 and 6, taken around the period, occur once each. The AA histograms are therefore equal.

The other channels follow. Let C(k) be the number of A layers that have another A layer k steps above. The four A layers each have some layer there, so 4 − C(k) of them have B. Equally, 4 − C(k) A layers have B k steps below, which means that 4 − C(k) of the eight B layers have A above. The remaining 4 + C(k) B layers have B above. All channels agree, for any cutoff.

The crystals nevertheless differ. In the first, every A layer has one other A layer within two steps. In the second, layer 7 has none. Rotations and reflections cannot remove this difference.

A second filter therefore compares single atoms. Both cells are replicated to the same number of formula units. Atoms of equal species must then be paired one to one, with

‖h_i − h_j‖ ≤ min(b_i, b_j)

for every pair, the norm covering both neighbour species. An assignment algorithm finds out whether such a pairing exists. With layer spacing 0.20 nm, in-plane edge 0.36 nm and the settings of section 7, the two stackings have D = 0 to rounding error, and no pairing exists. This condition too is necessary for duplicates; it has not been shown to be sufficient. Certainty requires a superposition like that of section 2.

The same layers show why species must be resolved. All twelve are occupied, so a histogram that ignores species cannot distinguish {0,1,4,6} from {0,3,6,9}. The resolved histograms give D = 0.171 against τ = 0.044.

**6. The algorithm**

1. For each structure, list all neighbours slightly beyond R, including periodic images.
2. Form the environments h_i, the bounds b_i and the pooled histogram H.
3. For each pair of structures, compute D and τ. If D > τ, the pair is not a duplicate within the stated errors.
4. Otherwise look for the one-to-one pairing of environments. If there is none, reject the pair.
5. Confirm the surviving candidates by superposition where certainty is needed.

Closeness within a tolerance need not be transitive: X may match Y and Y match Z while X and Z differ too much. Groups are unambiguous when all pairs inside them pass and all pairs between them fail.

**7. Four phases of hafnia**

The geometries below are rough, rounded values typical of hafnia, not the output of an electronic-structure calculation.

- Tetragonal: a = 0.360 nm, c = 0.520 nm, d = 0.026 nm.
- Cubic fluorite: edge 0.510 nm.
- Monoclinic P2₁/c: edges 0.512, 0.517, 0.529 nm, β = 99.2°; Hf (0.28, 0.04, 0.21), O (0.07, 0.33, 0.35) and (0.45, 0.76, 0.48). The equivalent positions are (x, y, z), (−x, y+½, ½−z), (−x, −y, −z), (x, ½−y, z+½).
- Polar orthorhombic Pca2₁: edges 0.523, 0.501, 0.504 nm; Hf (0.03, 0.27, 0.25), O (0.36, 0.07, 0.11) and (0.23, 0.54, 0). The equivalent positions are (x, y, z), (−x, −y, z+½), (x+½, −y, z), (½−x, y, z+½).

The settings are R = 0.60 nm, σ = 0.010 nm, u = 0.00005 nm and ε = 0.0001. Integrals are sums on a grid of step 0.002 nm.

In the tetragonal phase an Hf atom and an oxygen column are a/2 apart horizontally, and the vertical separations are c/4 ∓ d:

r = √(0.180² + 0.104²) = 0.208 nm (four neighbours),
r = √(0.180² + 0.156²) = 0.238 nm (four neighbours).

For the shorter distance, Δ = 0.00020 + 0.0002 × 0.208 = 0.00024 nm. The corresponding relative change of the pair is at most about 0.00024/(1.414 × 0.010) = 0.017.

The undisturbed six- and twelve-atom cells give D = 2 × 10⁻¹⁵, which is rounding error, with τ = 0.049. In thirty comparisons each cell received a random strain of norm ε and random atomic displacements no longer than u. The largest D was 0.0015, about one thirtieth of τ. The threshold is loose because the triangle inequality adds the norms of all pair changes, each at its full allowance. Random changes are mostly smaller and can cancel. Moreover, changes of peaks that do not overlap add in quadrature: the squares of their norms add, not the norms themselves.

Between the phases the distances are

tetragonal–cubic: D = 0.450, τ = 0.043
tetragonal–monoclinic: D = 0.550, τ = 0.051
tetragonal–polar: D = 0.455, τ = 0.052
cubic–monoclinic: D = 0.641, τ = 0.044
cubic–polar: D = 0.582, τ = 0.045
monoclinic–polar: D = 0.240, τ = 0.055

The closest pair is monoclinic and polar, in both of which Hf has seven O neighbours within 0.26 nm. Even there D exceeds τ by a factor of 4.4. This margin rests on the tight error limits chosen, since τ grows almost in proportion to u and ε while D between phases stays fixed. With ε = 0.0001 the first filter stops separating this pair at u = 0.00028 nm. With u = 0.0005 nm and ε = 0.001, τ rises to 0.56 and a pairing of environments also exists, so both filters accept the two phases as duplicates. A residual force F on a mode of stiffness k leaves a position error of about F/k; for example, 0.01 eV/Å on 5 eV/Å² leaves 0.0002 nm. At this σ the filters therefore need tightly converged relaxations, or a final superposition.

A mixed pool held nine cells: three tetragonal (6, 12 and 24 atoms), two cubic (3 and 6), two monoclinic (12 and 24) and two polar (12 each, one inverted). All were disturbed as above, rotated, shifted and reordered. The two filters sorted them into four groups, and every pair decision agreed with the phase. The inverted polar cell joined the original because inversion preserves distances. For energies without an electric field this is the desired result. A study of switching must store the direction of polarization separately.

Sharp bins would spoil the comparison. With bins 0.01 nm wide, the tetragonal shells at a = 0.36 nm and c/2 = 0.26 nm lie on bin edges. Scaling the crystal by 1 − 10⁻⁶ and by 1 + 10⁻⁶ puts them into different bins and gives D = 0.351, with the same weights w. The smoothed histograms give 2.7 × 10⁻⁵.

**8. A blind spot for small oxygen shifts**

Hold a and c fixed and let d tend to zero. Translating the crystal by half of A₁ plus half of A₃ maps the Hf lattice onto itself and exchanges the two kinds of oxygen column. It therefore turns d into −d. Since translation leaves H unchanged, H(d) = H(−d). The linear term must vanish:

H(d) = H(0) + K d² + higher even powers.

So D grows as d² when K is not zero. The nearest bonds show how this happens: for small d, four shorten and four lengthen by the same amount. Doubling d from 0.0005 to 0.0010 nm multiplies D by 3.99. A change of c at d = 0 has no such symmetry, and doubling it from the same starting value multiplies D by 2.00.

Solving D = τ by bracketed root finding gives d = 0.0043 nm as the smallest shift that the pooled histogram separates from d = 0. The shift in the example, 0.026 nm, is six times larger. Comparing single environments lowers the smallest detectable shift only to 0.0035 nm and does not restore the linear term. All Hf atoms are equivalent by symmetry in this phase, and so are all O atoms, so each environment is proportional to its pooled channels and is also even in d. With these error limits, a smaller oxygen shift therefore calls for a direct comparison of atomic positions.

**9. Use with real calculations and films**

The example assumes perfect, stoichiometric crystals relaxed with the same method. Two calculations with different density functionals may disagree in their lattice constants. A uniform mismatch of 1 % gives D = 0.136 against τ = 0.048, and the tetragonal phase is then reported as two structures. Rescaling both to the same volume per formula unit removes a uniform mismatch, at the price of ignoring real differences in volume.

Heating by 300 K with a rough expansion coefficient of 10⁻⁵ per kelvin gives a strain of 0.3 % and D = 0.041, just below τ = 0.049. The first filter lets this pair pass, although the strain is fifteen times 2ε. One reason is the allowance 4u for atomic errors, which makes up most of Δ: at 0.36 nm, heating changes a distance by 0.0011 nm, about four times Δ. The other reason is the looseness of the bound. The second filter is stricter and rejects the pair, because the Hf environments differ by 1.4 times their bound. The heated and the unheated crystal are therefore reported as two structures. Hafnia films in memory capacitors may also contain dopants, vacancies and grain boundaries. These change the composition or break the periodicity assumed here, and their effect on D has not been estimated.
